Thermal decay in a transversely isotropic layer and what frequency-domain fits separate

**Q:** You heat a layered crystal with a modulated laser spot and claim two conductivities from one curve of phase against frequency. Heat spreads sideways and downwards at once. How can the two be treated separately?

**A:** By resolving the temperature into radial waves. Let the symmetry axis of the layer lie along the surface normal z, with z measured into the layer. The radial conductivity is kr, the cross-plane conductivity kz and the heat capacity per volume C, all constant. I assume Fourier's law and no heat source inside the layer:

j_r = −kr ∂T/∂r,  j_z = −kz ∂T/∂z

Here T is the oscillating part of the temperature. For a round spot it does not depend on the azimuth, so energy conservation, C ∂T/∂t = −div j, reads

C ∂T/∂t = kr (1/r) ∂/∂r(r ∂T/∂r) + kz ∂²T/∂z²

Take T as the real part of θ(z) J0(qr) exp(iωt). The Bessel function J0 satisfies

(1/r) d/dr[r dJ0(qr)/dr] = −q² J0(qr)

The common factor J0(qr) exp(iωt) then cancels:

iωC θ = −kr q² θ + kz θ″

Moving the radial term to the left and dividing by kz gives

θ″ = λ² θ,  λ² = (kr q² + iωC)/kz

The solutions are exp(−λz) and exp(+λz). In a thick layer heated from above the temperature must vanish at depth, so the first remains, with Re λ > 0.

**Q:** λ is complex. Which part of it is the decay?

**A:** Write λ = a + ib. The wave is exp(−az) exp[i(ωt − bz)], so a is the decay rate and b the phase lag per depth. Comparing real and imaginary parts of λ²,

a² − b² = kr q²/kz,  2ab = ωC/kz

Since (a² + b²)² = (a² − b²)² + (2ab)², a² + b² equals |λ²|, and

a² = (|λ²| + kr q²/kz)/2,  b² = (|λ²| − kr q²/kz)/2

For numbers I take kr = 80 and kz = 4 W/(m K), C = 2.0 MJ/(m³ K), a spot radius w = 4.0 µm and q = 1/w = 0.25 µm⁻¹. At 1 MHz the two terms are kr q² = 5.00 and ωC = 12.57 TW/(m³ K). Division by kz gives

λ² = 1.25 + 3.14i µm⁻²,  |λ²| = 3.38 µm⁻²

a = √[(3.38 + 1.25)/2] = 1.52 µm⁻¹,  b = √[(3.38 − 1.25)/2] = 1.03 µm⁻¹

At 0.1 MHz radial conduction dominates and λ = 1.13 + 0.14i µm⁻¹. At 20 MHz storage dominates, and λ = 5.66 + 5.55i µm⁻¹ has nearly equal parts, as in one-dimensional heat flow.

As a test, the heat equation was solved on a grid in r and z, without assuming exponential decay, for three combinations of q and ω. The decay constants read off that solution agree with λ to within 2.2 × 10⁻⁴ in relative terms.

**Q:** Then your formula is not a separation. Double kr, kz and C together and λ does not change.

**A:** That is correct. λ contains the ratios kr/kz and C/kz and no absolute conductivity. But the experiment heats and observes the surface, so what matters is temperature per inward flux. For a thick layer the inward flux amplitude is

p = −kz θ′(0) = kz λ θ(0)

and the surface impedance is

Z = θ(0)/p = 1/(kz λ)

Taking kz inside the root,

kz λ = √(kz² λ²) = √[kz(kr q² + iωC)]

The surface therefore responds to the products kr kz and kz C. If C is known, kz C gives kz, and kr kz then gives kr.

**Q:** And if C is not known?

**A:** Then a thick layer cannot supply all three. Replace the set by

kr → kr/m,  kz → m kz,  C → C/m

Both products are unchanged, so Z is unchanged at every q and ω. No choice of frequencies or spot sizes removes this ambiguity within the model.

**Q:** Real spots are not Bessel waves. What is the measured signal?

**A:** Let pump and probe be concentric Gaussians with 1/e² intensity radii w0 and w1. Per absorbed watt, the pump flux is

p(r) = [2/(πw0²)] exp(−2r²/w0²)

Its radial transform needs one integral. Insert the series J0(qr) = Σ (−1)ⁿ (qr/2)²ⁿ/(n!)² and use ∫₀^∞ r²ⁿ⁺¹ exp(−αr²) dr = n!/(2αⁿ⁺¹):

∫₀^∞ r exp(−αr²) J0(qr) dr = (1/2α) Σ (−1)ⁿ (q²/4α)ⁿ/n! = exp(−q²/4α)/(2α)

With α = 2/w0² this gives

P(q) = ∫₀^∞ r p(r) J0(qr) dr = (1/2π) exp(−q²w0²/8)

The surface temperature is the inverse transform, ∫₀^∞ q P(q) Z(q) J0(qr) dq. Averaging J0(qr) over the normalized probe uses the same integral and gives exp(−q²w1²/8). With w² = (w0² + w1²)/2 the signal is

H(ω) = (1/2π) ∫₀^∞ q Z(q,ω) exp(−q²w²/4) dq

This assumes that heat enters at the outer surface and that reflectance changes in proportion to temperature.

**Q:** Can you show what a bare crystal gives, without hiding behind the integral?

**A:** Yes. For a bare thick crystal put A = iωC/kr, so that kz λ = √(kr kz) √(q² + A). Substitute u² = q² + A, for which q dq = u du. The factor u cancels the root:

H = [1/(2π√(kr kz))] exp(Aw²/4) ∫_{√A}^∞ exp(−u²w²/4) du

The integrand has no singularities and decays at infinity within the sector |arg u| < π/4. The path u = √(q² + A) approaches the positive real axis, so it may be deformed freely as long as it runs to infinity inside that sector. With t = uw/2 and s = (w/2)√A, the integral is (2/w)(√π/2) erfc(s). Hence

H = erfcx(s)/[2√π w √(kr kz)],  s = (w/2)√(iωC/kr)

where erfcx(s) = exp(s²) erfc(s).

At low frequency s → 0 and erfcx(s) → 1. The signal tends to

H → 1/[2√π w √(kr kz)]

For the example √(80 × 4) = 17.9 W/(m K), and the limit is 3942 K/W.

For large s, put t = s + v in the error integral:

∫_s^∞ exp(−t²) dt = exp(−s²) ∫₀^∞ exp(−2sv) exp(−v²) dv

Expanding exp(−v²) ≈ 1 − v² gives exp(−s²)[1/(2s) − 1/(4s³)], so

erfcx(s) ≈ [1/(√π s)] [1 − 1/(2s²)]

The leading term yields

H → 1/[πw² √(iωC kz)]

This is one-dimensional flow with a phase of −45°. The correction shows how kr fades out. Since s² = i|s|², the bracket is 1 + i/(2|s|²), and the phase in radians is

phase ≈ −π/4 + 2kr/(w²ωC)

At 20 MHz the last term is 0.040 rad, or 2.3°, giving −42.7°. The full formula gives −42.76°.

**Q:** I see kr/C in s, but kz stands in the prefactor. Does the bare phase tell you anything about kz?

**A:** Not if all the heat enters at the surface, as assumed here. The prefactor is real and positive, so the phase depends on s alone, and hence on kr/C for a given spot and frequency. In the grid solution at 1 MHz, doubling kz moved the bare phase by −0.0008°, which is at the level of the numerical error. An amplitude calibrated in kelvin per watt would contain kz, but the phase does not. A real bare crystal absorbs the light over a finite depth, and its phase then does depend somewhat on kz. Using that would require knowing the absorption depth.

**Q:** Then your phase-only fit cannot yield kz!

**A:** For a bare thick crystal heated only at its surface it cannot. A metal film deposited as a thermometer changes that. To include it I need the rule for a layer of finite thickness d. Let Y = kz λ and write θ in terms of the temperature θ0 and inward flux p0 at its top:

θ(z) = θ0 cosh λz − (p0/Y) sinh λz

The minus sign ensures −kz θ′(0) = p0. At the bottom,

θ(d) = θ0 cosh λd − (p0/Y) sinh λd
p(d) = −kz θ′(d) = −Yθ0 sinh λd + p0 cosh λd

If the base has impedance Zb, then θ(d) = Zb p(d). Collecting θ0 on the left and p0 on the right,

θ0 [cosh λd + Zb Y sinh λd] = p0 [Zb cosh λd + (1/Y) sinh λd]

Dividing by p0 and cosh λd gives

Z = [Zb + tanh(λd)/Y]/[1 + Zb Y tanh(λd)]

A contact of conductance G carries the same flux on both sides with a temperature step p/G, so it adds 1/G to the impedance below it. The rule was tested against the grid solution for a thin anisotropic layer on a glass-like substrate at one q and ω. The relative difference was 2.6 × 10⁻⁴.

**Q:** Where in this does kz enter the phase?

**A:** Apply the rule to an isotropic film with conductivity kf, heat capacity Cf and thickness h. For |λf h| ≪ 1, tanh(λf h) ≈ λf h, and

Yf tanh(λf h) ≈ kf λf² h = h(kf q² + iωCf)

If the film's own resistance h/kf is also small compared with |Zb|, inversion of the layer rule gives

1/Z ≈ 1/Zb + h(kf q² + iωCf),  Zb = 1/(kz λ) + 1/G

The film adds a known admittance in parallel with the crystal. The phase of a sum depends on the relative sizes of its terms, so the film provides the missing scale.

The example film is aluminium with kf = 150 W/(m K), Cf = 2.4 MJ/(m³ K) and h = 80 nm, and the contact has G = 50 MW/(m² K). At 20 MHz ωC = 251 TW/(m³ K). Neglecting the radial term, the crystal has |kz λ| ≈ √(4 × 251 × 10¹²) = 32 MW/(m² K). Film storage gives ωCf h = 24 MW/(m² K). These are comparable, and the coated phase is −56.89° against −42.76° for the bare crystal. At 0.1 MHz the coated phase is −10.69° and the bare phase −10.22°.

**Q:** Does the film also cure your ambiguity in C?

**A:** No. The film sees the crystal through kz λ, which the joint rescaling leaves unchanged. In the grid solution for the coated crystal at 2 MHz, rescaling with m = 1.5 shifted the phase by −0.0007°. Raising kz alone by the same factor shifted it by +1.78°.

Finite crystal thickness does remove the exact degeneracy. The rescaling turns λ into λ/m, so tanh(λd) changes when d is held fixed. For m = 1.5 and a 1 µm crystal on a glass-like substrate, the phase moves by up to 2.75° in the range from 0.1 to 20 MHz. This does not establish that C can be fitted well together with everything else, because the substrate and its contact then matter too.

**Q:** Even with C known, a smooth curve might not distinguish kr, kz and G.

**A:** That depends on whether their effects have different frequency dependence. The linear phase changes for a 10 % increase of each parameter, the others being held fixed, are:

0.1 MHz: kr +0.448°, kz +0.109°, G −0.077°
1 MHz: kr +0.613°, kz +0.318°, G −0.214°
20 MHz: kr +0.056°, kz +0.723°, G +0.120°

The radial diffusion length √[2kr/(ωC)] equals w at kr/(πCw²) = 0.80 MHz. The range from 0.1 to 20 MHz includes this crossover. At its upper end kr has nearly dropped out while kz remains.

To turn this into uncertainties, let J hold the phase derivatives with respect to ln kr, ln kz and ln G. Small phase noise n shifts the fitted logarithms by δx, which minimizes |n − Jδx|². Setting the derivative to zero gives

Jᵀ(n − Jδx) = 0,  δx = (JᵀJ)⁻¹ Jᵀ n

For independent noise of standard deviation σ at each frequency, the average of n nᵀ is σ² times the unit matrix, and

⟨δx δxᵀ⟩ = σ² (JᵀJ)⁻¹

With 21 frequencies and σ = 0.1°, the standard errors are 0.98 % for kr, 0.68 % for kz and 2.8 % for G. A set of 120 noisy fits gave 0.96, 0.79 and 3.0 %. All three agree within the 25 % allowed in the test. The kz value lies 16 % above the linear estimate, more than the roughly 6 % scatter expected from 120 samples. Most of the excess is chance in this particular set of noise: the linear formula applied to the same 120 draws gives nearly the same enlarged scatter.

**Q:** Would a large spot not be easier to align and equally good?

**A:** Not for kr in this frequency range. With w = 80 µm and all else fixed, its error rises to 7.0 %. The crossover frequency falls as 1/w², by a factor of 400, to about 2 kHz. Above it the bare-crystal expansion shows the radial phase term shrinking as 1/(w²ω). The errors of kz and G fall to 0.58 and 1.4 %, but only if the phase noise stays at 0.1°. At equal absorbed power the high-frequency signal falls as 1/w², here by a factor of about 400, so with fixed detector noise the phase noise rises and this advantage is lost.

**Q:** You could still be fitting your formula to itself.

**A:** The grid solution answers that. Its coated phases differ from the formula by at most 0.012° at the frequencies compared. Fitting the formula to those phases, from starting values well away from the true ones, returned kr = 79.97 W/(m K), kz = 3.995 W/(m K) and G = 50.06 MW/(m² K). Both calculations assume Fourier conduction, so this checks the mathematics and not the material.

**Q:** What about inputs that you hold fixed and have wrong?

**A:** They can outweigh the noise, and the formulas explain much of the pattern. If the true C is 3 % larger than assumed, the degeneracy requires kr/1.03 and 1.03 kz. The fit indeed gives −2.9 % and +3.0 %, with G unchanged.

If the film is 3 % thicker than assumed, its thin-film admittance is 1.03 times too large for the model. The same phase results when the fitted crystal admittance and G are divided by 1.03. Since the admittance contains √(kz C) and √(kr kz), with C fixed this means kz/1.03² and unchanged kr. The prediction is −5.7 % for kz and −2.9 % for G. The complete film model gives −5.5 % and −2.7 %, with +0.02 % for kr. The remaining difference comes from what the thin-film approximation drops.

If the true spot is 2 % larger than assumed, a bare phase would give kr/1.02², or −3.9 %. The coated fit gives −3.3 % for kr, −1.8 % for kz and +2.0 % for G.

**Q:** How close is all this to a real sample?

**A:** The parameters are rough typical values for an aluminium film on a layered van der Waals crystal, not data for a particular specimen. The model also assumes that the crystal axis lies along the surface normal, as on a well-cleaved layered crystal. For a tilt β the conductivity along the surface normal is kz cos²β + kr sin²β. At 3° this is 4.21 W/(m K), 5.2 % above kz, and it is what one-dimensional flow at high frequency would sense. Thickness matters as well: with perfect contact to the glass-like substrate, treating the crystal as infinitely thick misses, between 0.1 and 20 MHz, at most 0.035° for 5 µm but up to 4.9° for 1 µm. Both maxima lie at 0.1 MHz, and the error is larger below that range: about 0.8° for 5 µm at 10 kHz. Thin flakes therefore need the layer rule. For a thick crystal, absorbing 2 mW raises the probed temperature by a steady 7.2 K; a flake on the glass-like substrate runs hotter, about 14 K for 1 µm. If the whole crystal warmed by that much from 300 K, a conductivity varying as 1/T would fall by about 2.3 %. The real rise is not uniform. It is largest under the centre of the spot, where it can exceed this probe average, and it falls off with depth and distance, so the figure sets only the scale of the effect.

**Q:** And Fourier's law itself?

**A:** It requires phonon paths short compared with the thermal lengths. A grey estimate, with one speed and one mean free path ℓ = 3k/(Cv) per direction, gives about 3 nm cross-plane and 24 nm radially for assumed speeds of 2000 and 5000 m/s. The cross-plane thermal depth at 20 MHz is 178 nm and the spot radius 4 µm, so on this estimate the law holds. But the grey estimate understates phonons with long paths. In real layered crystals such as graphite and MoS₂ cross-plane paths of hundreds of nanometres are reported, comparable with that depth. Where such phonons carry much of the heat, the fitted kz may depend on the frequency range, and this model cannot say by how much. The numerical output below lists the values used here.

Computed results

```
kr = 80 W/(m K), kz = 4 W/(m K)
C = 2.0 MJ/(m3 K), G = 50 MW/(m2 K)
film: k = 150 W/(m K), C = 2.4 MJ/(m3 K), thickness = 80 nm
spot radius w = 4.0 um
fit range 0.1 to 20 MHz, 21 frequencies
radial length equals w at 0.796 MHz
q = 1/w = 0.25 1/um, kr q^2 = 5.00 TW/(m3 K)
0.1 MHz: omega C = 1.26 TW/(m3 K), lam = 1.127 + 0.139 i 1/um
0.1 MHz: coated phase -10.69 deg, bare phase -10.22 deg
0.1 MHz: phase change for +10% (linear) in kr, kz, G: +0.448, +0.109, -0.077 deg
1.0 MHz: omega C = 12.57 TW/(m3 K), lam = 1.522 + 1.032 i 1/um
1.0 MHz: coated phase -26.36 deg, bare phase -25.21 deg
1.0 MHz: phase change for +10% (linear) in kr, kz, G: +0.613, +0.318, -0.214 deg
20.0 MHz: omega C = 251.33 TW/(m3 K), lam = 5.661 + 5.550 i 1/um
20.0 MHz: coated phase -56.89 deg, bare phase -42.76 deg
20.0 MHz: phase change for +10% (linear) in kr, kz, G: +0.056, +0.723, +0.120 deg
bare low-frequency limit 3942 K/W
largest relative error of lam vs real-space solution 2.2e-04
relative error of layer rule vs real-space solution 2.6e-04
coated signal vs real-space solution: phase 0.012 deg, amplitude 0.057 %
bare phase shift when kz doubles (1 MHz) -0.0008 deg
coated, 2 MHz: shift for joint rescaling by 1.5 -0.0007 deg, for kz alone +1.781 deg
1 um crystal on substrate: joint rescaling shifts phase by up to 2.75 deg
fit to real-space phases: kr = 79.97 W/(m K), kz = 3.995 W/(m K), G = 50.06 MW/(m2 K)
std errors of kr, kz, G at 0.1 deg noise (covariance, w = 4 um): 0.98, 0.68, 2.78 %
std errors of kr, kz, G at 0.1 deg noise (120 noisy fits, w = 4 um): 0.96, 0.79, 3.02 %
std errors of kr, kz, G at 0.1 deg noise (covariance, w = 80 um): 7.02, 0.58, 1.37 %
bias of kr, kz, G, true w 2% larger than assumed: -3.31, -1.80, +2.00 %
bias of kr, kz, G, true C 3% larger than assumed: -2.91, +3.00, -0.00 %
bias of kr, kz, G, true film thickness 3% larger than assumed: +0.02, -5.47, -2.68 %
substrate: k = 1.4 W/(m K), C = 1.6 MJ/(m3 K)
largest phase shift, crystal 5 um thick 0.0348 deg, 1 um thick 4.87 deg
axis tilted 3 deg: conductivity along normal 4.208 W/(m K), change +5.2 %
steady rise at 2 mW absorbed 7.21 K, k change for 1/T law at 300 K -2.3 %
assumed phonon speeds: cross-plane 2000 m/s, radial 5000 m/s
grey mean free path: cross-plane 3.0 nm, radial 24.0 nm
cross-plane thermal depth at top frequency 178 nm
```
